# Vertical pairing of strained islands: spacer thickness and adatom diffusion length, part 1

(Sections cited here and not found follow in the second part.)

## Strain at the growth surface and the drift of adatoms

A layer of small islands, grown from a material with a larger lattice spacing than its substrate, is covered by a spacer of substrate material until the surface is flat again. A second layer of the island material is then deposited. The new islands could form anywhere, yet the surface still carries the strain of the islands buried below it. It is stretched above each of them, and an atom that prefers a stretched surface gains energy there. For a given array of buried islands, and a given strength of the preference relative to the thermal energy, two lengths determine how far it decides where the new islands form. The spacer thickness sets how strong and how wide the strain is when it reaches the surface. The diffusion length sets how far an adatom can travel in response before it is lost. The quantity wanted is the fraction of new islands that start above a buried one, as a function of both.

Let the buried islands form a square array of period \(b\), with their centres at depth \(d\) below the growth surface. This \(d\) will be called the spacer thickness; the thickness measured from the top of an island is smaller by half the island's height. The solid is treated as an elastically isotropic half-space with Poisson ratio \(\nu\), and the islands have the same elastic constants as their surroundings. Each island is a sphere of volume \(V\) and misfit \(\varepsilon_0>0\): if cut free, it would expand by the linear strain \(\varepsilon_0\) in all directions.

Consider first one sphere, of radius \(s\), in an infinite solid. Without body forces the displacement \(\mathbf u\) obeys

\[
(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0 .
\tag{1}
\]

With \(\rho\) the distance from the centre, the radial solutions are \(u=\alpha\rho\) inside and \(u=C/\rho^2\) outside. Continuity at \(\rho=s\) requires \(C=\alpha s^3\). Inside, stress arises from the difference between the actual strain \(\alpha\) and the stress-free strain \(\varepsilon_0\), so the radial stress is \(3K(\alpha-\varepsilon_0)\), where \(K\) is the bulk modulus. Outside, the divergence of \(\mathbf u\) vanishes and the radial stress is \(2\mu\,du/d\rho=-4\mu C/\rho^3\), where \(\mu\) is the shear modulus. At \(\rho=s\) this equals \(-4\mu\alpha\). Equating the two stresses gives

\[
\alpha=\frac{3K}{3K+4\mu}\,\varepsilon_0 .
\]

Now \(3K=2\mu(1+\nu)/(1-2\nu)\), and therefore

\[
3K+4\mu=\frac{2\mu\,[(1+\nu)+2(1-2\nu)]}{1-2\nu}
=\frac{6\mu(1-\nu)}{1-2\nu}.
\]

The ratio is \(\alpha/\varepsilon_0=(1+\nu)/[3(1-\nu)]\). Since \(s^3=3V/4\pi\),

\[
C=\frac{(1+\nu)\,\varepsilon_0V}{4\pi(1-\nu)} .
\tag{2}
\]

Outside the sphere the radius enters through the volume alone. The field is that of a point source.

The free surface changes this field. Let \(z\) point into the solid, with the surface at \(z=0\) and the island at \((0,0,d)\). Let \(R_1\) be the distance from the island and \(R_2\) the distance from its mirror point \((0,0,-d)\), and define \(\phi_1=1/R_1\), \(\phi_2=1/R_2\) and \(\psi=\partial_z\phi_2\). The infinite-solid field is \(-C\nabla\phi_1\). To it must be added a field that is regular in the solid, obeys Eq. (1) and cancels the traction on the surface. Try

\[
\mathbf u=C\left[-\nabla\phi_1+p\nabla\phi_2+q\,z\nabla\psi+w\,\psi\hat{\mathbf z}\right],
\]

with constants \(p,q,w\). Because \(\phi_2\) and \(\psi\) are harmonic in the solid, \(\nabla^2(z\nabla\psi)=2\nabla\partial_z\psi\), while \(z\nabla\psi\) and \(\psi\hat{\mathbf z}\) both have divergence \(\partial_z\psi\). Equation (1) then reads \([2(1-2\nu)q+q+w]\nabla\partial_z\psi=0\), so

\[
w=-(3-4\nu)q .
\tag{3}
\]

On the surface, mirror symmetry gives \(\partial_z\phi_1=-\psi\) and \(\partial_z^2\phi_1=\partial_z\psi\). The shear traction is proportional to \(\partial_zu_x+\partial_xu_z\). Its four contributions at \(z=0\), in order, are \(2\), \(2p\), \(q\) and \(w\) times \(C\,\partial_x\psi\), so that

\[
2+2p+q+w=0 .
\tag{4}
\]

The normal traction is proportional to \(\nu\nabla\cdot\mathbf u+(1-2\nu)\partial_zu_z\). The first two terms of \(\mathbf u\) have no divergence, and the condition becomes

\[
(1-2\nu)(-1+p+q+w)+\nu(q+w)=0 ,
\]

or, after collecting \(q+w\),

\[
(1-2\nu)(p-1)+(1-\nu)(q+w)=0 .
\tag{5}
\]

By Eq. (3), \(q+w=-2(1-2\nu)q\). Equation (4) then gives \(p=-1+(1-2\nu)q\), and Eq. (5) gives \(p=1+2(1-\nu)q\). Subtracting one from the other leaves \(q=-2\), hence \(p=-(3-4\nu)\) and \(w=2(3-4\nu)\). The added field depends on the traction to be cancelled, and that traction is the same for a sphere as for a point source. The result therefore holds for a sphere of finite size, provided that it lies wholly below the surface.

At \(z=0\) the terms in \(z\nabla\psi\) and \(\psi\hat{\mathbf z}\) have no horizontal component. With \(\mathbf r\) the position in the surface measured from the point above the island, the horizontal displacement is \(C[1+(3-4\nu)]\,\mathbf r/(r^2+d^2)^{3/2}\), or

\[
u_r=\frac{A\,r}{(r^2+d^2)^{3/2}},\qquad
A=4(1-\nu)C=\frac{(1+\nu)\,\varepsilon_0V}{\pi}.
\tag{6}
\]

The in-plane strain felt by an adatom is taken as the trace \(\varepsilon=\varepsilon_{xx}+\varepsilon_{yy}\), which is the divergence of the horizontal displacement:

\[
\varepsilon(r)=\frac1r\frac{d(ru_r)}{dr}
=\frac{2A}{(r^2+d^2)^{3/2}}-\frac{3Ar^2}{(r^2+d^2)^{5/2}}
=A\,\frac{2d^2-r^2}{(r^2+d^2)^{5/2}} .
\tag{7}
\]

Directly above the island the strain is \(2A/d^3\). It changes sign at \(r=\sqrt2\,d\), so the stretched region widens with the spacer while the stretch weakens. Differentiating Eq. (7) with respect to \(r^2\) gives

\[
\frac{d\varepsilon}{d(r^2)}=\frac{A}{(r^2+d^2)^{7/2}}
\left[-(r^2+d^2)-\tfrac52(2d^2-r^2)\right]
=\frac{3A(r^2-4d^2)}{2(r^2+d^2)^{7/2}} .
\]

The strain thus falls until \(r=2d\) and then rises slowly towards zero. Its minimum, relative to the value at the centre, is \(-5^{-5/2}=-0.0179\). An adatom drawn to stretched regions is pulled inwards from distances up to \(2d\) and is weakly repelled beyond. The drift due to one buried island therefore has a finite capture range, and an adatom from farther away must reach that range by diffusion.

For an array it is convenient to resolve the strain into plane waves. The identity

\[
\frac{1}{\sqrt{r^2+d^2}}=\int_0^\infty e^{-kd}J_0(kr)\,dk
\]

holds because both sides, as functions of \(r\) and \(d>0\), are axially symmetric harmonic functions that equal \(1/d\) on the axis, and the values on the axis fix such a function. The displacement in Eq. (6) is \(-A\) times the in-plane gradient of this expression, so \(\varepsilon=-A\nabla_\parallel^2(r^2+d^2)^{-1/2}\). Since \(\nabla_\parallel^2J_0(kr)=-k^2J_0(kr)\),

\[
\varepsilon(r)=A\int_0^\infty k^2e^{-kd}J_0(kr)\,dk .
\tag{8}
\]

A radial function with two-dimensional Fourier transform \(\varepsilon_k\) equals \(\int_0^\infty \varepsilon_kJ_0(kr)\,k\,dk/2\pi\). Comparison gives \(\varepsilon_k=2\pi Ak\,e^{-kd}\). The spacer is a low-pass filter: it damps a ripple of wavelength \(2\pi/k\) by the factor \(e^{-kd}\).

In linear elasticity the fields of the buried islands add. The sum has the period of the array, and its Fourier coefficient at a reciprocal-lattice vector \(\mathbf G\) is the integral of the summed field times \(e^{-i\mathbf G\cdot\mathbf r}\) over one cell, divided by \(b^2\). The contributions of all islands to one cell together make up the integral of a single island's field over the whole plane, so the coefficient is \(\varepsilon_G/b^2\). Hence

\[
\varepsilon_{\rm arr}(\mathbf r)=\frac{A}{b^2}\sum_{\mathbf G}2\pi G\,e^{-Gd}\,e^{i\mathbf G\cdot\mathbf r} .
\tag{9}
\]

The term \(\mathbf G=0\) vanishes. The buried islands redistribute the surface strain but do not change its average.

The energy of an adatom is taken to be linear in the local strain,

\[
U(\mathbf r)=-\Lambda\,\varepsilon_{\rm arr}(\mathbf r),\qquad \Lambda>0 ,
\tag{10}
\]

where the sign expresses the preference for a stretched surface. For \(\Lambda<0\) the same equations describe avoidance of the buried islands. On a surface of low symmetry the energy would depend on the separate strain components, and in an elastically anisotropic crystal the stretched regions may have a different shape and position. Neither effect is included.

Adatoms hop between neighbouring sites a distance \(h\) apart. Let the energy of the saddle point between sites \(i\) and \(j\) shift by the mean of \(U_i\) and \(U_j\). The barrier seen from \(i\) then changes by \((U_j-U_i)/2\), and the hopping rate is

\[
W_{i\to j}=\frac{D}{h^2}\exp\!\left(-\frac{U_j-U_i}{2kT}\right),
\tag{11}
\]

where \(D\) is the diffusion constant of the unstrained surface. Rates forwards and backwards have the ratio \(e^{-(U_j-U_i)/kT}\), as detailed balance demands. If the saddle energy responded to strain in another way, \(D\) would vary with position. That would alter the adatom density at finite diffusion length but not its equilibrium distribution. It would also enter the rate at which a nucleus captures an adatom, and so change where islands form even when diffusion is unlimited.

Let \(n\) be the number of adatoms per unit area, so that a site holds \(nh^2\) of them. The current per unit length across the line between \(i\) and \(j\) is \(h(n_iW_{i\to j}-n_jW_{j\to i})\). Write \(n_i=n-hn'/2\) and \(n_j=n+hn'/2\), with \(n\) and its slope \(n'\) taken at the midpoint, and \(\delta=(U_j-U_i)/kT\simeq hU'/kT\). To leading order in \(h\),

\[
J=\frac Dh\left[\left(n-\tfrac{hn'}2\right)\left(1-\tfrac\delta2\right)-\left(n+\tfrac{hn'}2\right)\left(1+\tfrac\delta2\right)\right]
=-\frac Dh\,(hn'+n\delta),
\]

and therefore, in both directions of the surface,

\[
\mathbf J=-D\left(\nabla n+\frac{n}{kT}\nabla U\right).
\tag{12}
\]

The first term is diffusion. The second is the strain-induced drift, with velocity \(-D\nabla U/kT\). The same constant \(D\) governs both, which is why the steady state will contain \(D\) only through the diffusion length.

Adatoms arrive uniformly at a rate \(F\) per unit area and are lost to the wetting layer after a mean time \(\tau\), taken to be the same everywhere. Balance in the steady state requires \(F-n/\tau-\nabla\cdot\mathbf J=0\). Multiplying by \(\tau\) and defining the diffusion length \(L=\sqrt{D\tau}\) gives

\[
L^2\,\nabla\cdot\left(\nabla n+\frac{n}{kT}\nabla U\right)-n+F\tau=0 .
\tag{13}
\]

The solution has the period of the array. Integrated over a cell, the divergence vanishes, so the mean density is \(F\tau\) whatever the strain. The drift moves adatoms about without changing their number.

A new island starts when a critical nucleus of \(i^*\) atoms captures one more. If small clusters are in equilibrium with the adatoms, the density of critical nuclei is proportional to \(n^{i^*}\), and the nucleation rate is proportional to \(n^m\) with \(m=i^*+1\). This assumes that the binding energy of a cluster, measured from adatoms on the same strained surface, does not itself depend on strain. It also assumes that nuclei are still too few to deplete the adatoms, so that Eq. (13) needs no further loss term. A nucleus is called paired if it forms within a distance \(a\) of a point above a buried island. With \(a<b/2\), the pairing probability is

\[
P=\frac{\int_{r<a}n^m\,d^2r}{\int_{\rm cell}n^m\,d^2r}.
\tag{14}
\]

This is the fraction of new nuclei that lie above buried islands. It is not the fraction of buried islands that acquire a partner, which also depends on how many nuclei form. On an unstrained surface \(n\) is uniform and \(P\) takes the random value \(p_0=\pi a^2/b^2\). Pairing caused by strain is the excess over \(p_0\).

We now have the surface strain of the buried array, the equation it sets for the adatom density, and the pairing probability in terms of that density. It remains to solve for the density and find how the pairing probability depends on spacer thickness and diffusion length.
